Tuning exact exchange for a defect level in finite cells

In a lattice model of a defect, the fraction of exact exchange was adjusted until the defect orbital had the same eigenvalue filled and emptied. A cell of 216 sites gave about 0.174 and one of 512 sites about 0.241, both estimated from the slope of the mismatch. After one electrostatic term was added to the emptied level, the same two cells gave 0.438 and 0.439. The procedure is a root search in one variable, so its error analysis must explain why the root moves so far and what the added term is.

**The functional and the condition**

The ions are held fixed throughout. Let a be the exact-exchange fraction and f, between 0 and 1, the occupation of the defect orbital. The filled defect (f = 1) is neutral; the emptied one (f = 0) has charge +1, in units of the elementary charge e. The symbol ε denotes an eigenvalue and κ a dielectric constant.

The model has one orbital per site of a rock-salt lattice and two spins σ. With real density matrices P^σ, its energy is

E = Σ_σ Σ_ij h_ij P^σ_ij + ½ Σ_ij v_ij Q_i Q_j − (a/2) Σ_σ Σ_ij w_ij (P^σ_ij)² − ((1−a)/2) S U Σ_σ Σ_i (P^σ_ii)².

Here h holds site energies and nearest-neighbour hopping, and Q_i is the electron number on site i minus its core charge. The periodic Coulomb interaction is v, and w is the same interaction with the nearest image alone. The third term is exact exchange. The last is a local substitute of strength S, with U the on-site repulsion. Differentiating with respect to P^σ_ij gives the one-electron matrix

F^σ_ij = h_ij + δ_ij [Σ_l v_il Q_l − (1−a) S U P^σ_ii] − a w_ij P^σ_ij.

Its eigenvectors c_m and eigenvalues ε_m satisfy F c_m = ε_m c_m, and P = Σ_m f_m c_m c_mᵀ within each spin. When f changes, the energy changes through the occupation and through the orbitals:

dE/df = cᵀFc + Σ_m 2 f_m (dc_m/df)ᵀ F c_m, with the sum over both spins.

Since F c_m = ε_m c_m, each term of the sum is f_m ε_m d(c_mᵀc_m)/df, which vanishes because the orbitals stay normalized. Hence, at fixed a,

dE/df = ε(f), and E(1) − E(0) = ∫₀¹ ε(f) df.

If ε(f) is a straight line, the integral is the mean of the endpoints. If the endpoints are also equal, the energy difference equals the level itself. That is the reason for imposing

ε(1) = ε(0).

Equal endpoints do not make ε constant in between. For a quadratic ε = A + Bf + Gf², the integral is A + B/2 + G/3 and the endpoint mean is A + B/2 + G/2. The error is therefore −G/6, whatever the value of B. Tuning a removes the difference between the endpoints and leaves this curvature.

**Why a root can exist**

Consider first an isolated defect, for which v = w, and keep the orbitals frozen. Adding df electrons changes P by c cᵀ df, so the level changes at the rate

(dε/df)_frozen = J − aJ − (1−a) S U Σ_i c_i⁴ = (1−a) X,

where J = Σ_ij w_ij c_i² c_j² and X = J − S U Σ_i c_i⁴. The on-site part of J is U Σ_i c_i⁴ and its other parts are positive, so X > 0 when S < 1. This is the self-repulsion that local exchange leaves behind.

Now let the orbitals relax. Describe them by rotation parameters θ, with subscripts for derivatives of E. Stationarity, E_θ = 0, must persist as f changes:

E_θf + E_θθ dθ/df = 0, so dθ/df = −E_θθ⁻¹ E_θf.

The derivative of the level is then

dε/df = E_ff + E_fθ dθ/df = (1−a)X − R, with R = E_fθ E_θθ⁻¹ E_θf.

At a stable minimum E_θθ is positive, so R ≥ 0. Integrating over f gives the difference between filled and emptied levels,

D = (1−a) X̄ − R̄,

with bars for averages over f. At a = 1 this is not positive. If D is positive at a = 0 and the solution varies continuously, there is a root between.

Two limits show its size. Without relaxation R̄ = 0, and the root is a = 1. If instead S = 0 and a medium screens the whole self-repulsion, then R̄ = (1 − 1/κ)J, and (1−a)J = (1 − 1/κ)J gives a = 1/κ. The example below has S = 0.5, so closeness to 1/κ is no confirmation of the second limit.

**The image term**

A periodic cell repeats the charge of the emptied defect, and a uniform background keeps the cell neutral. With k = e²/(4πε₀) = 1.440 eV nm and cell volume V = L³, a unit point charge has the zero-average potential

φ(r) = (4πk/V) Σ_{G≠0} exp(iG·r)/G².

Split 1/G² into exp(−s²G²)/G² and the remainder. The remainder is the transform of k erfc(r/2s)/r, a short-range function whose integral is 4πks². In real space it gives a sum over the lattice vectors T, minus the average 4πks²/V. As r → 0, the term at the origin is k/r − k/(s√π). Therefore

φ(r) → k/r − αk/L,

α = L [1/(s√π) + 4πs²/V − (4π/V) Σ_{G≠0} exp(−s²G²)/G² − Σ_{T≠0} erfc(T/2s)/T].

The length s is arbitrary and drops out. For a cubic cell the sum gives α = 2.8373.

The images and background thus put a potential −qαk/L at a charge q. Building the charge from zero to q, with its images growing alongside, costs half the product of charge and potential, −q²αk/(2L). In a linear medium the potential is divided by its dielectric constant. The ions are fixed, so the electronic constant κ∞ applies. The correction restores the isolated energy:

E_corr = + q²αk/(2κ∞L).

For our defect q = 1 − f and dq = −df. The eigenvalue is the derivative with respect to f, hence

ε_corr = dE_corr/df = −qαk/(κ∞L) = −(1−f) C, with C = αk/(κ∞L).

At q = +1 the level moves down by C while the energy moves up by C/2. The corrected mismatch is

D(a) = ε_f − (ε_e − C) = ε_f − ε_e + C,

where ε_f and ε_e are the cell's filled and emptied levels.

If the filled state has charge q and the emptied one q + 1, their corrections are −qC and −(q+1)C, and the same +C remains in D. Ions relaxed around a charge add a fixed field. The part that comes from the periodic images is nearly uniform over the defect, so it shifts both levels almost equally and nearly cancels in D, but the position of the level then needs a further correction. The part close to the defect acts on filled and emptied orbitals of different shape. It can change D, and with it the root.

The result is the leading order in 1/L. The finite extent of the charge and the short-range structure of the screening add terms of order 1/L³. The derivation fails if the orbital spreads over the cell or enters a band, because the added charge is then no longer local.

**The dielectric constant**

Taking κ∞ from the size dependence of the levels would make the correction a fit. It is obtained instead from the host without the defect. Apply a potential V₀ cos(gx) to every site, and let δn be the amplitude of the induced electron number per site. The site charges are Gaussians of width s, which gives one factor exp(−s²g²) in their interaction. With spacing d, the induced potential has amplitude 4πk exp(−s²g²) δn/(d³g²), so

1/κ(g) = 1 + 4πk exp(−s²g²) δn/(d³g²V₀).

Here δn is negative, since electrons leave regions of high potential energy. Wavelengths of 8 and 12 spacings were used. If κ(g) = κ∞ + bg², elimination of b gives

κ∞ = κ₁₂ + (κ₁₂ − κ₈) g₁₂²/(g₈² − g₁₂²) = κ₁₂ + 0.8 (κ₁₂ − κ₈).

**The example**

The spacing is d = 0.21 nm. Anion sites have core charge 2 and cation sites 0; the cation orbital lies 1.5 eV higher and the hopping is 1.5 eV. The repulsion is U = 12 eV, which fixes s = k/(U√π) = 0.0677 nm, and S = 0.5. One anion site becomes the defect, with core charge 1 and hopping 0.8 eV. Its site energy, 4.2 eV above the anion's, was chosen in a 64-site cell at a = 0.3 to put the filled level near mid-gap.

Each state is found by repeated diagonalization of F until F and P commute, with extrapolation from earlier iterations. The defect orbital is identified at every iteration by its weight on the defect site, so that a temporary reordering of levels cannot move the hole into the host. At the root this weight is 0.785 filled and 0.724 emptied.

The response calculation gives κ∞ = 2.165 at a = 0 and 2.154 at a = 0.5. The third decimal is not converged in wavelength: near the root, wavelengths of 16 and 24 spacings give 2.162 in place of 2.155, which would lower C in the 216-site cell by 0.005 eV and a by about 0.001. Linear interpolation of 1/κ∞ supplies C at each a. The secant search in the 216-site cell, L = 1.26 nm, starts from

D(0.3) = 0.78571 eV, D(0.5) = −0.35265 eV.

The line through these points crosses zero at

a = 0.5 − 0.35265 × 0.2/(0.78571 + 0.35265) = 0.43804.

There D = 0.00109 eV, and one more step gives a = 0.4382. At this root κ∞ = 2.155 and

C = 2.8373 × 1.440/(2.155 × 1.26) ≈ 1.50 eV.

With unrounded inputs C = 1.5044 eV. With the anion site energy in h as zero, the filled level is −3.9489 eV. The emptied level is −2.4445 eV before correction and −2.4445 − 1.5044 = −3.9489 eV after it.

**Curvature error**

The energy difference in the cell is E(1) − E(0) = −3.2135 eV. Its correction is −C/2, since the emptied state's energy is subtracted:

−3.2135 − 0.7522 = −3.9657 eV.

Removing the electron to the model's zero of energy therefore costs 3.966 eV, and the tuned level misses this by 0.017 eV. The half-filled orbital shows why. Its uncorrected level is −3.2218 eV, while the uncorrected endpoints average −3.1967 eV. Simpson's rule exceeds the endpoint mean by

(ε(0) + 4ε(½) + ε(1))/6 − (ε(0) + ε(1))/2 = (2/3) [ε(½) − (ε(0) + ε(1))/2].

This is (2/3)(−0.0251) = −0.0167 eV, which accounts for the miss. The leading image correction is linear in f and does not alter it, but the miss itself still depends on the cell size: measured from the endpoint mean at the same a, it grows to 0.021 eV with 512 sites and 0.024 eV with 1728. The derivative rule also holds numerically: energies at f = 0.45 and 0.55 give a slope of −3.2217 eV, against the level −3.2218 eV at f = 0.5.

At a = 0 the mismatch is D = 2.467 eV. The endpoint mean then lies D/2 = 1.234 eV below the filled level, and the corrected energy difference lies 1.261 eV below it. Most of the error comes from the slope of ε(f), which tuning removes; the remaining 0.03 eV is curvature.

**Errors in the fraction**

Let an error δ be added to D. The false root a + x satisfies, to first order,

D′x + δ = 0, so x = −δ/D′.

Between a = 0.338 and the root, the mean slope is D′ = −5.689 eV, so an error of 0.1 eV in D moves a by 0.018.

Omitting the image term means δ = −C, and

x = C/D′ = −1.5044/5.689 = −0.264.

The false root is 0.174, the value quoted at the start for this cell. A new calculation at that fraction leaves an uncorrected mismatch of −0.003 eV, which moves the root only to 0.173, so the linear estimate is good to about 0.001 even over this distance. Since C falls as 1/L, so does the error. For x to be as small as 0.01 without correction, C must be 0.057 eV. This requires L = 1.26 × 1.5044/0.057 ≈ 33 nm, or about four million sites.

The 512-site cell, L = 1.68 nm, tests the correction at the same a. The emptied level should fall by C(1 − 6/8) = 0.376 eV, and it falls by 0.378 eV. The energy difference should fall by half as much, 0.188 eV, and it falls by 0.191 eV. The neutral filled level rises by 0.005 eV. The corrected mismatch in this cell is then

D = −0.3761 + 0.3775 + 0.0050 = 0.0064 eV,

where the first term is the change in C. With the slope of the smaller cell, this moves the root by 0.0064/5.689 = 0.001, to 0.439. Here C = 1.5044 − 0.3761 = 1.1283 eV, so omitting the image term would give 0.4394 − 1.1283/5.689 = 0.241. Both roots for this cell are linear estimates; no separate search was made in it.

If the remainder scales as 1/L³, it can be extrapolated. Write D(L) = D∞ + B/L³, with D = 0 in the smaller cell. Then

(B/L₆³)(27/64 − 1) = 0.0064 eV, so B/L₆³ = −0.011 eV and D∞ = +0.011 eV.

The root for an infinite cell would be about 0.440. Two cells cannot confirm the power, and a small error in κ∞ adds a part that scales as 1/L. Cells of 1000 and 1728 sites give D = 0.0085 and 0.0091 eV at the same a, against 0.0087 and 0.0097 eV from the 1/L³ law. Both put the root at 0.440, so the size error of the 216-site value is about 0.002.

The dielectric constant deserves more care. Because C is proportional to 1/κ∞, overestimating κ∞ by 5% lowers C by about 0.07 eV and a by about 0.013. Using a static constant is much worse. With a rough κ₀ = 10, which includes the motion of ions, the correction falls to 0.324 eV and the root to

0.4382 − (1.5044 − 0.3242)/5.689 = 0.231.

The ions do not move between the two states being compared, so their screening does not belong in C.

**Beside a real oxide**

The parameters have the rough scale of a wide-gap rock-salt oxide. In magnesium oxide the spacing is about 0.21 nm, the gap roughly 8 eV, κ∞ about 3 and κ₀ about 10. In the 216-site cell the gap at the root is 8.96 eV, with the filled level 4.10 eV above the valence edge (in cells of 512 and 1000 sites the gap is 8.85 and 9.02 eV and the level lies 4.05 and 4.13 eV above the edge, so these values hold to about 0.1 eV); the model's κ∞ of 2.16 is low, which makes C too large for such an oxide. A neutral oxygen vacancy also holds two electrons, not one. The value 0.438 therefore belongs to this model and should not be transferred to an oxide calculation.

The main assumption that a real defect breaks is that of fixed ions. After emptying, they relax around the new charge. For a charge on a sphere of radius d, the polarization energy contributed by the ions is roughly

(k/2d)(1/κ∞ − 1/κ₀) = 3.43 × (0.464 − 0.100) = 1.25 eV.

This figure uses the model's κ∞; with the oxide's κ∞ of about 3 it is 0.80 eV. The ionic term changes the energy at which a relaxed defect changes charge after implantation and annealing. The condition can still be imposed with the ions fixed at any chosen positions, but its root depends on those positions. At 900 K the thermal energy is 0.078 eV, and the nearer band edge lies about 50 times that energy from the filled level, so thermal mixing with the bands is negligible in this model. Lattice vibrations, which also shift levels, are left out.

Overlap between repeated defects is a smaller effect. A rough test reverses the sign of matrix elements across the cell boundaries and drops those that span exactly half the cell, without a new self-consistent solution. It moves the filled level by 0.018 eV, but dropping those elements alone moves it by 0.010 eV, so the test overstates the overlap. A self-consistent solution with the boundary hopping reversed changes both the filled level and D by 0.004 eV, which changes a by about 0.001.
